**Reduced matrix elements of $[C^\nu\times\sigma]^L$ between spinor harmonics**

For a bra $\chi_\kappa$ and a ket $\chi_{-\kappa'}$, the reduced element is proportional to $-(\kappa+\kappa')$ for $\nu=L$, to $\kappa-\kappa'-L$ for $\nu=L-1$ and to $\kappa-\kappa'+L+1$ for $\nu=L+1$. Here $C^\nu$ is a spherical harmonic equal to one at the pole for $m=0$, $\sigma$ stands for the Pauli matrices, and $-(1+\kappa)$ is the eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$. The program builds the tensors from their definition and asserts that angular quadrature agrees with the formulas for $|\kappa|\le3$, $L\le5$ and all magnetic components. The largest deviation printed is about $2\times10^{-15}$. By finite differences it also asserts the three vector-field relations and the spinor eigenvalue equation. For the $1s_{1/2}$ and $2p_{3/2}$ Dirac orbitals of a point charge $Z=50$, it asserts that three radial amplitudes agree with three-dimensional quadrature over four-component orbitals. The two electric-dipole amplitudes are further asserted to satisfy the commutator relation between current and charge; for $\nu=0$ both sides print as 0.20219875.

## Program and output

```python
"""Reduced matrix elements of T = [C^nu x sigma]^L between spinor harmonics.

Result under test, for bra chi_kappa and ket chi_(-kappa'):
  nu = L   : -(kappa+kappa')/sqrt(L(L+1))              <kappa||C^L||-kappa'>
  nu = L-1 : (kappa-kappa'-L)/sqrt(L(2L-1))            <kappa||C^L||kappa'>
  nu = L+1 : (kappa-kappa'+L+1)/sqrt((L+1)(2L+3))      <kappa||C^L||kappa'>
C^nu: spherical harmonics with C^nu_0 = 1 at the pole; sigma: Pauli matrices.
Spinors couple l then 1/2; (sigma.L) chi_kappa = -(1+kappa) chi_kappa.
Wigner-Eckart: <jm|T_M|j'm'> = (-1)^(j-m) 3j(j L j'; -m M m') <||T||>.
Dirac orbitals are (P chi_kappa, i Q chi_(-kappa))/r; atomic units are used.
"""
from functools import lru_cache
from math import factorial, gamma, pi, sqrt
import numpy as np
from scipy.constants import fine_structure
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan, wigner_3j


# Angular momenta enter these two functions as doubled integers.
@lru_cache(None)
def cg(j1, j2, j3, m1, m2, m3):
    return float(clebsch_gordan(*[Rational(x, 2) for x in (j1, j2, j3, m1, m2, m3)]))


@lru_cache(None)
def three_j(j1, j2, j3, m1, m2, m3):
    if m1 + m2 + m3 != 0:
        return 0.0
    return float(wigner_3j(*[Rational(x, 2) for x in (j1, j2, j3, m1, m2, m3)]))


pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
pauli_q = {1: -(pauli[0] + 1j * pauli[1]) / sqrt(2), 0: pauli[2],
           -1: (pauli[0] - 1j * pauli[1]) / sqrt(2)}


def harmonic(l, m, p):
    """C^l_m at Cartesian points p of shape (3, ...)."""
    if abs(m) > l:
        return np.zeros(p.shape[1:], complex)
    if m < 0:
        return (-1) ** m * np.conj(harmonic(l, -m, p))
    cosine = p[2] / np.sqrt((p ** 2).sum(axis=0))
    norm = sqrt(factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, cosine) * np.exp(1j * m * np.arctan2(p[1], p[0]))


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def spinor(kappa, m2, p):
    """Spinor harmonic; m2 is twice the magnetic quantum number."""
    l, j2 = orbital_l(kappa), 2 * abs(kappa) - 1
    return np.array([sqrt((2 * l + 1) / (4 * pi)) * cg(2 * l, 1, j2, m2 - s, s, m2)
                     * harmonic(l, (m2 - s) // 2, p) for s in (1, -1)])


def tensor(nu, L, M, p):
    """[C^nu x sigma]^L_M as a field of 2 x 2 matrices, from its definition."""
    return sum(cg(2 * nu, 2, 2 * L, 2 * (M - q), 2 * q, 2 * M)
               * np.multiply.outer(pauli_q[q], harmonic(nu, M - q, p))
               for q in (-1, 0, 1))


def reduced_c(k1, k2, L):
    if (orbital_l(k1) + L + orbital_l(k2)) % 2:
        return 0.0
    return ((-1) ** abs(k1) * sqrt(4 * abs(k1 * k2))
            * three_j(2 * abs(k1) - 1, 2 * abs(k2) - 1, 2 * L, -1, 1, 0))


def reduced_t(k, kp, nu, L):
    """Derived formula for bra kappa = k and ket label -kp."""
    if nu == L:
        return -(k + kp) / sqrt(L * (L + 1)) * reduced_c(k, -kp, L)
    if nu == L - 1:
        return (k - kp - L) / sqrt(L * (2 * L - 1)) * reduced_c(k, kp, L)
    return (k - kp + L + 1) / sqrt((L + 1) * (2 * L + 3)) * reduced_c(k, kp, L)


def ranks(L):
    return [1] if L == 0 else [L - 1, L, L + 1]


# Angular product grid, exact for every polynomial that occurs below.
nodes, node_weights = np.polynomial.legendre.leggauss(10)
angles = 2 * pi * np.arange(18) / 18
ct, ph = [x.ravel() for x in np.meshgrid(nodes, angles, indexing="ij")]
st = np.sqrt(1 - ct ** 2)
grid = np.array([st * np.cos(ph), st * np.sin(ph), ct])
weights = np.repeat(node_weights, 18) * 2 * pi / 18

kappas = [-3, -2, -1, 1, 2, 3]
states = [(k, m2) for k in kappas for m2 in range(1 - 2 * abs(k), 2 * abs(k), 2)]
fields = np.array([spinor(k, m2, grid) for k, m2 in states])
bras = (np.conj(fields) * weights).reshape(len(states), -1)
assert np.allclose(bras @ fields.reshape(len(states), -1).T, np.eye(len(states)), atol=1e-12)

# Pole values, action of sigma_r, and eigenvalue of sigma.L.
pole = np.array([0.0, 0.0, 1.0])
point = np.array([0.55, -0.43, 0.81])
step = 2e-5


def gradient(function, p):
    return np.array([(function(p + step * e) - function(p - step * e)) / (2 * step)
                     for e in np.eye(3)])


sigma_r = np.einsum("kab,kp->abp", pauli, grid)
for (k, m2), field in zip(states, fields):
    assert np.allclose(np.einsum("abp,bp->ap", sigma_r, field), -spinor(-k, m2, grid), atol=1e-12)
    expected = np.zeros(2, complex)
    if abs(m2) == 1:
        expected[0 if m2 == 1 else 1] = sqrt(2 * abs(k) / (8 * pi)) * (1 if k < 0 else -m2)
    assert np.allclose(spinor(k, m2, pole), expected, atol=1e-12)
    slope = gradient(lambda p: spinor(k, m2, p), point)
    rotated = -1j * np.cross(point, slope.T).T
    assert np.allclose(np.einsum("kab,kb->a", pauli, rotated),
                       -(1 + k) * spinor(k, m2, point), atol=1e-6)

# Vector fields from finite differences against the coupled tensors.
radius = np.linalg.norm(point)
for L in range(0, 6):
    for M in range(-L, L + 1):
        outer = gradient(lambda p: np.linalg.norm(p) ** (-L - 1) * harmonic(L, M, p), point)
        right = sqrt((L + 1) * (2 * L + 3)) * radius ** (-L - 2) * tensor(L + 1, L, M, point)
        assert np.allclose(np.einsum("k,kab->ab", outer, pauli), right, atol=2e-6)
        if L:
            inner = gradient(lambda p: np.linalg.norm(p) ** L * harmonic(L, M, p), point)
            right = sqrt(L * (2 * L - 1)) * radius ** (L - 1) * tensor(L - 1, L, M, point)
            assert np.allclose(np.einsum("k,kab->ab", inner, pauli), right, atol=2e-6)
            turn = -1j * np.cross(point, gradient(lambda p: harmonic(L, M, p), point))
            right = sqrt(L * (L + 1)) * tensor(L, L, M, point)
            assert np.allclose(np.einsum("k,kab->ab", turn, pauli), right, atol=2e-6)


def expected_matrix(L, M, reduced):
    """Matrix implied by the Wigner-Eckart theorem and reduced elements."""
    result = np.zeros((len(states), len(states)))
    for a, (k1, m1) in enumerate(states):
        for b, (k2, m2) in enumerate(states):
            if m1 == 2 * M + m2:
                j1, j2 = 2 * abs(k1) - 1, 2 * abs(k2) - 1
                result[a, b] = ((-1) ** ((j1 - m1) // 2) * reduced[k1, k2]
                                * three_j(j1, 2 * L, j2, -m1, 2 * M, m2))
    return result


# Every magnetic component by quadrature against the derived formulas.
error_c, error_t, nonzero = 0.0, {-1: 0.0, 0: 0.0, 1: 0.0}, {-1: 0, 0: 0, 1: 0}
for L in range(0, 6):
    table_c = {(a, b): reduced_c(a, b, L) for a in kappas for b in kappas}
    tables = {nu: {(a, b): reduced_t(a, -b, nu, L) for a in kappas for b in kappas}
              for nu in ranks(L)}
    for M in range(-L, L + 1):
        acted = (fields * harmonic(L, M, grid)).reshape(len(states), -1)
        error_c = max(error_c, abs(bras @ acted.T - expected_matrix(L, M, table_c)).max())
        for nu in ranks(L):
            acted = np.einsum("abp,jbp->jap", tensor(nu, L, M, grid), fields)
            direct = bras @ acted.reshape(len(states), -1).T
            difference = abs(direct - expected_matrix(L, M, tables[nu])).max()
            error_t[nu - L] = max(error_t[nu - L], difference)
            nonzero[nu - L] += int((abs(direct) > 1e-9).sum())
assert error_c < 1e-11
assert max(error_t.values()) < 1e-11 and min(nonzero.values()) > 100

# Nodeless Dirac-Coulomb orbitals with kappa = -n.
Z, c = 50, 1 / fine_structure


def orbital(n):
    power, decay = sqrt(n ** 2 - (Z / c) ** 2), Z / n
    ratio = power / n
    norm = sqrt((2 * decay) ** (2 * power + 1) / (2 * gamma(2 * power + 1)))
    return dict(kappa=-n, power=power, decay=decay, energy=c ** 2 * ratio,
                P=norm * sqrt(1 + ratio), Q=-norm * sqrt(1 - ratio))


def radial(o, part, r):
    return o[part] * r ** o["power"] * np.exp(-o["decay"] * r)


a, b = orbital(1), orbital(2)
sample = np.array([0.003, 0.02, 0.07])
for o in (a, b):
    P, Q = radial(o, "P", sample), radial(o, "Q", sample)
    log_slope = o["power"] / sample - o["decay"]
    k, E, V = o["kappa"], o["energy"], -Z / sample
    assert np.allclose((V + c ** 2) * P - c * (log_slope - k / sample) * Q, E * P, rtol=1e-9)
    assert np.allclose(c * (log_slope + k / sample) * P + (V - c ** 2) * Q, E * Q, rtol=1e-9)


def radial_integral(part_a, part_b, exponent):
    """Integral of r^exponent times one component of a and one of b."""
    s = a["power"] + b["power"] + exponent + 1
    return a[part_a] * b[part_b] * gamma(s) / (a["decay"] + b["decay"]) ** s


def amplitude(nu, L, exponent):
    """Derived <a||r^exponent [C^nu x alpha]^L||b> divided by i."""
    ka, kb = a["kappa"], b["kappa"]
    pq, qp = radial_integral("P", "Q", exponent), radial_integral("Q", "P", exponent)
    if nu == L:
        return -(ka + kb) / sqrt(L * (L + 1)) * reduced_c(ka, -kb, L) * (pq + qp)
    if nu == L - 1:
        return (reduced_c(ka, kb, L) / sqrt(L * (2 * L - 1))
                * ((ka - kb - L) * pq + (ka - kb + L) * qp))
    return (reduced_c(ka, kb, L) / sqrt((L + 1) * (2 * L + 3))
            * ((ka - kb + L + 1) * pq + (ka - kb - L - 1) * qp))


# Three-dimensional quadrature with full four-component orbitals.
u, wu = np.polynomial.legendre.leggauss(200)
u, wu = (u + 1) / 2, wu / 2
r_max = 45 / (a["decay"] + b["decay"])
r, wr = r_max * u ** 6, 6 * r_max * u ** 5 * wu


def four_spinor(o, m2):
    upper = np.multiply.outer(radial(o, "P", r) / r, spinor(o["kappa"], m2, grid))
    lower = np.multiply.outer(1j * radial(o, "Q", r) / r, spinor(-o["kappa"], m2, grid))
    return np.concatenate([upper, lower], axis=1)


def direct_amplitude(nu, L, exponent):
    bra, ket = four_spinor(a, 1), four_spinor(b, 3)
    small = tensor(nu, L, -1, grid)
    operator = np.zeros((4, 4, grid.shape[1]), complex)
    operator[:2, 2:] = small
    operator[2:, :2] = small
    acted = np.einsum("abp,rbp->rap", operator, ket)
    density = (np.conj(bra) * acted).sum(axis=1) @ weights
    element = (density * r ** (2 + exponent) * wr).sum()
    return element / three_j(1, 2 * L, 3, -1, -2, 3) / 1j


cases = [(0, 1, 0, "1"), (2, 1, -3, "a0^-3"), (2, 2, 2, "a0^2")]
derived = [amplitude(*case[:3]) for case in cases]
direct = [direct_amplitude(*case[:3]) for case in cases]
for x, y in zip(derived, direct):
    assert abs(x) > 1e-8 and abs(x - y) < 1e-7 * abs(x)

# Commutator identity with phi = r C^1 and phi = r^-2 C^1.
gap = a["energy"] - b["energy"]
identity = []
for exponent, scale, value in ((1, 1.0, derived[0]), (-2, sqrt(10), derived[1])):
    scalar = reduced_c(-1, -2, 1) * (radial_integral("P", "P", exponent)
                                     + radial_integral("Q", "Q", exponent))
    identity.append((scalar, scale * value, gap / c * scalar))
    assert abs(identity[-1][1] - identity[-1][2]) < 1e-9 * abs(identity[-1][2])

print("Angular test: |kappa| up to 3, L from 0 to 5, all magnetic components")
print(f"largest deviation, C^L elements: {error_c:.1e}")
for shift in (-1, 0, 1):
    print(f"nu = L{shift:+d}: nonzero elements {nonzero[shift]}, "
          f"largest deviation {error_t[shift]:.1e}")
print(f"Example: Z = {Z}, c = {c:.6f} a.u., a = 1s1/2, b = 2p3/2")
for name, o in (("a", a), ("b", b)):
    print(f"{name}: kappa = {o['kappa']}, radial power = {o['power']:.6f}, "
          f"decay = {o['decay']:.1f} a0^-1")
    print(f"{name}: energy minus rest energy = {o['energy'] - c ** 2:.5f} hartree")
print(f"energy difference E_a - E_b = {gap:.5f} hartree")
print(f"<-1||C^1||-2> = {reduced_c(-1, -2, 1):.8f}")
print(f"<-1||C^2||+2> = {reduced_c(-1, 2, 2):.8f}")
for nu, L in ((0, 1), (2, 1), (2, 2)):
    print(f"nu={nu}, L={L}: <-1||T||+2> = {reduced_t(-1, -2, nu, L):.8f}, "
          f"<+1||T||-2> = {reduced_t(1, 2, nu, L):.8f}")
for (nu, L, exponent, unit), x, y in zip(cases, derived, direct):
    print(f"nu={nu}, L={L}, f=r^{exponent}, unit {unit}:")
    print(f"  integral f P_a Q_b = {radial_integral('P', 'Q', exponent):.8g}")
    print(f"  integral f Q_a P_b = {radial_integral('Q', 'P', exponent):.8g}")
    print(f"  reduced amplitude / i, formula = {x:.8g}")
    print(f"  reduced amplitude / i, 3D quadrature = {y.real:.8g}")
for label, unit, row in zip(("r C^1", "r^-2 C^1"), ("a0", "a0^-2"), identity):
    print(f"phi = {label}: <a||phi||b> = {row[0]:.8g} {unit}")
    print(f"  <a||alpha.grad phi||b>/i = {row[1]:.8g} {unit}/a0")
    print(f"  (E_a-E_b)<a||phi||b>/c = {row[2]:.8g} {unit}/a0")
print("done: every assertion held")
```

It prints:

```
Angular test: |kappa| up to 3, L from 0 to 5, all magnetic components
largest deviation, C^L elements: 1.3e-15
nu = L-1: nonzero elements 744, largest deviation 2.2e-15
nu = L+0: nonzero elements 672, largest deviation 1.0e-15
nu = L+1: nonzero elements 680, largest deviation 1.1e-15
Example: Z = 50, c = 137.035999 a.u., a = 1s1/2, b = 2p3/2
a: kappa = -1, radial power = 0.931059, decay = 50.0 a0^-1
a: energy minus rest energy = -1294.62615 hartree
b: kappa = -2, radial power = 1.966436, decay = 25.0 a0^-1
b: energy minus rest energy = -315.14435 hartree
energy difference E_a - E_b = -979.48179 hartree
<-1||C^1||-2> = -1.15470054
<-1||C^2||+2> = 0.89442719
nu=0, L=1: <-1||T||+2> = -0.00000000, <+1||T||-2> = 2.30940108
nu=2, L=1: <-1||T||+2> = -1.09544512, <+1||T||-2> = -0.36514837
nu=2, L=2: <-1||T||+2> = 1.09544512, <+1||T||-2> = -1.09544512
nu=0, L=1, f=r^0, unit 1:
  integral f P_a Q_b = -0.042625969
  integral f Q_a P_b = -0.087554629
  reduced amplitude / i, formula = 0.20219875
  reduced amplitude / i, 3D quadrature = 0.20219875
nu=2, L=1, f=r^-3, unit a0^-3:
  integral f P_a Q_b = -3644.3669
  integral f Q_a P_b = -7485.6057
  reduced amplitude / i, formula = 1258.8472
  reduced amplitude / i, 3D quadrature = 1258.8472
nu=2, L=2, f=r^2, unit a0^2:
  integral f P_a Q_b = -0.00014464767
  integral f Q_a P_b = -0.00029710933
  reduced amplitude / i, formula = -0.00048392055
  reduced amplitude / i, 3D quadrature = -0.00048392055
phi = r C^1: <a||phi||b> = -0.028288947 a0
  <a||alpha.grad phi||b>/i = 0.20219875 a0/a0
  (E_a-E_b)<a||phi||b>/c = 0.20219875 a0/a0
phi = r^-2 C^1: <a||phi||b> = -556.94375 a0^-2
  <a||alpha.grad phi||b>/i = 3980.8245 a0^-2/a0
  (E_a-E_b)<a||phi||b>/c = 3980.8245 a0^-2/a0
done: every assertion held
```
